# The rigid-ion Debye–Waller term for a generalized eigenproblem, part 2

We seek the shift of a nondegenerate electron level $n$ caused by atomic displacements, and its Debye–Waller part in the rigid-ion approximation (RIA), in Hartree atomic units. In a fixed basis, $H(R)|n\rangle=\varepsilon_nS(R)|n\rangle$ with $\langle m|S|n\rangle=\delta_{mn}$, where $R$ are the atomic positions.

A label $a=\kappa\alpha$ denotes atom $\kappa$ and direction $\alpha$; a superscript $a$ is the total derivative $\partial/\partial R_{\kappa\alpha}$, and $T_\beta$ the sum of first derivatives over all atoms in direction $\beta$. With momentum $p$, define $K^a=H^a-\varepsilon_nS^a$, $A^a=K^a-\varepsilon^aS$, $g^a_{mn}=\langle m|K^a|n\rangle$, $s^a=\langle n|S^a|n\rangle$, $z_m=\langle m|Sp_\beta|n\rangle$, $O^a_{nm}=\langle n|O^a|m\rangle$. Then

$$\langle n|A^a|n\rangle=0,\quad\text{that is}\quad\varepsilon^a=g^a_{nn};\qquad \langle m|S|n^a\rangle=\frac{g^a_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{6}$$

$$\varepsilon^{ab}=D^{ab}+F^{ab},\qquad D^{ab}=\langle n|H^{ab}-\varepsilon_nS^{ab}|n\rangle, \tag{8}$$

$$F^{ab}=2\,\mathrm{Re}\sum_{m\neq n}\frac{g^{a*}_{mn}\,g^b_{mn}}{\varepsilon_n-\varepsilon_m}-\varepsilon^as^b-\varepsilon^bs^a. \tag{9}$$

$D$ and $F$ are real and symmetric in $a\leftrightarrow b$. Translational invariance gives

$$\sum_{\kappa'}D^{\kappa\alpha,\kappa'\beta}=-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}=\varepsilon^{\kappa\alpha}s^{T_\beta}-2\,\mathrm{Re}\sum_{m\neq n}\frac{g^{\kappa\alpha*}_{mn}\,g^{T_\beta}_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{12}$$

$$g^{T_\beta}_{mn}=i(\varepsilon_m-\varepsilon_n)z_m,\qquad s^{T_\beta}=-2\,\mathrm{Im}\,z_n. \tag{14}$$

$$-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}=-2\,\mathrm{Im}\,\langle n|K^{\kappa\alpha}p_\beta|n\rangle=-i\langle n|[p_\beta,\,H^{\kappa\alpha}-\varepsilon_nS^{\kappa\alpha}]|n\rangle. \tag{15}$$

$$\sum_{\kappa'}\langle n|O^{\kappa\alpha,\kappa'\beta}|n\rangle=O^{\kappa\alpha}_{nn}\,s^{T_\beta}-2\,\mathrm{Re}\sum_{m\neq n}\frac{O^{\kappa\alpha}_{nm}\,g^{T_\beta}_{mn}}{\varepsilon_n-\varepsilon_m},\qquad O=H,\ S. \tag{16}$$

With projector dyads $P^\kappa_{ij}$ centred on $R_\kappa$, augmentation functions $Q^\kappa_{ij}$, potential $V$ and atomic constants $q^\kappa_{ij}=\int Q^\kappa_{ij}\,dr$ and $\Delta^\kappa_{ij}$,

$$S=1+\sum_{\kappa ij}q^\kappa_{ij}P^\kappa_{ij},\qquad H=\tfrac12p^2+V+\sum_{\kappa ij}\Big(\Delta^{\kappa}_{ij}+\int Q^\kappa_{ij}(r-R_\kappa)V(r)\,dr\Big)P^\kappa_{ij}, \tag{17}$$

Off-site blocks of $S$ vanish. The RIA assumes the same of $H$, so that

$$D^{\kappa\alpha,\kappa\beta}\;\approx\;D_{\rm RIA}^{\kappa,\alpha\beta}=-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}. \tag{18}$$

Even when $V$ is a rigid superposition, the integral in (17) makes $H$ non-rigid. For atoms 1 and 2, $H$ contains $Pw(R_1-R_2)+\bar P\bar w(R_2-R_1)$, with $P$ on atom 1, $\bar P$ on atom 2 and $ij$ summed. The second derivatives beyond those at frozen $w$, written $\delta H$, obey

$$\delta H^{1\alpha,1\beta}+\delta H^{1\alpha,2\beta}=P^\beta w_\alpha-\bar P^\beta\bar w_\alpha, \tag{20}$$

where $P^\beta=\partial P/\partial R_{1\beta}$, $\bar P^\beta=\partial\bar P/\partial R_{2\beta}$, and subscripts on $w$ are derivatives with respect to its argument. The curvatures $w_{\alpha\beta}$ have cancelled; the sum for atom 2 has the opposite sign.

### Thermal average

In the static (adiabatic) theory the level shift is the average of $\varepsilon_n(R+u)$ over the nuclear distribution, which requires phonon frequencies small against the gaps $|\varepsilon_n-\varepsilon_m|$ that carry coupling. For harmonic modes with real orthonormal eigenvectors $e_\nu$, $u_{\kappa\alpha}=\sum_\nu e_\nu^{\kappa\alpha}\mathcal Q_\nu/\sqrt{M_\kappa}$ with $\langle \mathcal Q_\nu\rangle=0$ and $\langle \mathcal Q_\nu \mathcal Q_{\nu'}\rangle=\delta_{\nu\nu'}(2n_\nu+1)/2\omega_\nu$, where $n_\nu$ is the Bose occupation. To second order in $u$,

$$\Delta\varepsilon=\tfrac12\sum_{ab}F^{ab}U^{ab}+\tfrac12\sum_{ab}D^{ab}U^{ab},\qquad U^{\kappa\alpha,\kappa'\beta}=\sum_\nu\frac{e_\nu^{\kappa\alpha}e_\nu^{\kappa'\beta}}{\sqrt{M_\kappa M_{\kappa'}}}\frac{2n_\nu+1}{2\omega_\nu}. \tag{21}$$

The second sum is the Debye–Waller shift $\Delta\varepsilon^{\rm DW}$. In the RIA only on-site blocks remain, and (18) gives

$$\Delta\varepsilon^{\rm DW}_{\rm RIA}=-\tfrac12\sum_{\kappa\kappa'\alpha\beta}F^{\kappa\alpha,\kappa'\beta}\,U^{\kappa\alpha,\kappa\beta}. \tag{22}$$

By (12), (22) equals $\tfrac12\sum D^{\kappa\alpha,\kappa'\beta}U^{\kappa\alpha,\kappa\beta}$ exactly. Exchanging the dummy labels $\kappa\alpha\leftrightarrow\kappa'\beta$ and using the symmetry of $D$ and $U$ turns this into the same sum with $U^{\kappa'\alpha,\kappa'\beta}$, so the mean of the two may be used. Subtracting from $\Delta\varepsilon^{\rm DW}$ cancels the terms $\kappa=\kappa'$:

$$\Delta\varepsilon^{\rm DW}-\Delta\varepsilon^{\rm DW}_{\rm RIA}=\tfrac12\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D^{\kappa\alpha,\kappa'\beta}\Big[U^{\kappa\alpha,\kappa'\beta}-\tfrac12\big(U^{\kappa\alpha,\kappa\beta}+U^{\kappa'\alpha,\kappa'\beta}\big)\Big]. \tag{23}$$

For a rigid random translation, $U^{\kappa\alpha,\kappa'\beta}=\tau_{\alpha\beta}$ for all pairs, the bracket vanishes and (22) cancels the $F$ sum of (21). The RIA thus preserves translational invariance even when $H$ is not rigid. Because (12) is a static identity, (22) keeps static denominators also when the Fan term is refined with frequency-dependent ones.

In a crystal, take a supercell of $N$ primitive cells, atoms $\kappa l$, and a Bloch state normalized in the supercell, nondegenerate among the states of its own $k$. Folding can still make it degenerate with states of other $k$, for example $-k$, and a single-atom displacement couples these. A uniform shift conserves $k$, so $g^{T_\beta}_{mn}=0$ for them, and they drop out of $\sum_{\kappa'l'}F$ when the atomic sum is taken before dividing by the energy difference; the sums over $F$ below are meant in this sense. The Fan sum in (21) has no such protection: near-degenerate states of other $k$ violate the static condition, and it then needs frequency-dependent or broadened denominators. By (15), $\sum_{\kappa'l'}F^{\kappa l\alpha,\kappa'l'\beta}=i\langle n|[p_\beta,K^{\kappa l\alpha}]|n\rangle$. A lattice translation maps $K^{\kappa l\alpha}$ to $K^{\kappa0\alpha}$, commutes with $p$, and multiplies $|n\rangle$ by a phase, so the expression does not depend on $l$. Its sum over $l$ contains $\sum_lK^{\kappa l\alpha}$, the derivative for a shift of the whole sublattice. This operator is lattice periodic, so its commutator has the same expectation value as in the primitive cell with a cell-normalized state. Hence

$$\sum_{\kappa'l'}F^{\kappa0\alpha,\kappa'l'\beta}=\frac1N\sum_{\kappa'}F_{\rm prim}^{\kappa\alpha,\kappa'\beta}. \tag{24}$$

The sum over $l$ in (22) restores the factor $N$, since the on-site $U$ does not depend on $l$. The rigid-ion term therefore needs only $q=0$ matrix elements, between states of the same $k$, while the on-site $U$ collects phonons of all $q$.

### Worked example

The model is two-dimensional and not self-consistent, with lattice vectors $(6,0)$ and $(1,5)$ bohr and two unlike atoms at $(0,0)$ and $(2.4,0.9)$ bohr. Each atom has a local well $-V_0e^{-r^2/2\sigma^2}$ and normalized Gaussian $s,p_x,p_y$ projectors of width $b$. The augmentation functions are $Q_{ii}=q_iG$ and $Q_{sp_\alpha}=c\,(x_\alpha/a)G$, with $G$ a unit-integral Gaussian of width $a=0.5$ bohr. Atom 1 has $V_0=1.5$ Ha, $\sigma=0.8$ bohr, $b=0.7$ bohr, $\Delta_s=0.6$ Ha, $\Delta_p=0.3$ Ha, $q_s=0.5$, $q_p=0.4$, $c=0.2$; atom 2 has, in the same order, $1$, $0.9$, $0.8$, $0.4$, $0.2$, $0.3$, $0.6$, $0.15$. The basis is 84 plane waves with $|k+G|<6$ bohr$^{-1}$ at $k=(0.2,0.15)$ bohr$^{-1}$, with analytic matrix elements. Variant A freezes the integral in (17) at its reference value, which makes $H$ rigid; variant B lets it follow the atoms. Both share $H$ and $S$ at the reference geometry, with levels $-0.3401$, $-0.0530$ and $0.1084$ Ha. The state is the middle one. All derivatives of $H$, $S$ and $\varepsilon$ are finite differences with step $0.003$ bohr. The numerical check tests the first relation of (6), (8), (12), (14), (15), (16) and (24) for the two lowest bands, and (21) and (23) for the middle state. Blocks are listed as $xx,xy,yx,yy$, in Ha/bohr$^2$ unless stated.

In A the on-site $D$ of atom 1 is $(-0.036970,-0.016415,-0.016415,0.108236)$, and $-\sum F$ has the same digits and is symmetric. In B the sum rule holds only with the off-site block:

- on-site $D$, atom 1: $(-0.079401,-0.033279,-0.033279,0.107359)$
- off-site $D^{1,2}$: $(0.039146,\,0.016323,\,0.015698,\,0.000826)$
- $-\sum F$, atom 1: $(-0.040255,-0.016956,-0.017581,0.108184)$

For $xx$, $-0.079401+0.039146=-0.040255$: the RIA returns about half of the true on-site value. The antisymmetry, $6.25\times10^{-4}$, is only $1.6\%$ of this $xx$ error, so it detects non-rigidity without measuring it. Between A and B the on-site $xx$ element changes by $-0.042431$, but $-\sum F$ changes by only $-0.003285$ for atom 1 and by $0.058801-0.055516=+0.003285$ for atom 2. The opposite signs are those of (20).

Equation (16) gives, for atom 1 in B, $\langle S^{xx}\rangle=0.018889$ bohr$^{-2}$, equal to the direct on-site value, and $\sum\langle H^{xx}\rangle=-0.041257$. The combination is $-0.041257+0.053047\times0.018889=-0.040255$. A doubled cell gives $-0.020127$, half of this, as in (24). The surviving overlap term in $yy$ is $\varepsilon^{1y}s^{T_y}=(-0.034728)(-0.012665)=0.000440$, or $0.4\%$ of the element $0.108184$. Three wrong variants are tested to violate the sum rule; for the middle state in B their largest errors are $0.00044$ without the overlap term, $0.0076$ with $S^a$ ignored throughout $F$, and $0.50$ with $\varepsilon_m$ in place of $\varepsilon_n$ in $g^a_{mn}$, to be compared with the largest element, $0.108$.

For the average, take masses $20000$ and $40000\,m_e$, reduced mass $\mu=13333.3\,m_e$, and two zone-centre optical modes with chosen frequencies $0.004$ and $0.0025$ Ha, far below the nearest gap of $0.161$ Ha. The first is polarized at $30^\circ$ to $x$ and the second perpendicular to it. At 300 K, $k_BT=9.500\times10^{-4}$ Ha and the occupations are $0.015065$ and $0.077555$. The relative coordinate $x=u_1-u_2$ has variances $(2n+1)/2\mu\omega$, namely $1.03013/106.667=0.009657$ and $1.15511/66.667=0.017327$ bohr$^2$. With the centre of mass fixed, $u_1=\tfrac23x$ and $u_2=-\tfrac13x$, so for instance $U^{1x,1x}=\tfrac49(\tfrac34\times0.009657+\tfrac14\times0.017327)=0.005144$ bohr$^2$. In bohr$^2$, as $xx,xy,yy$: $U^{11}=(0.005144,-0.001476,0.006849)$, $U^{22}=(0.001286,-0.000369,0.001712)$, $U^{12}=(-0.002572,0.000738,-0.003424)$.

In (22) for B, atom 1 contributes $-0.040255\times0.005144+0.034537\times0.001476+0.108184\times0.006849=5.849\times10^{-4}$. Atom 2, with $-\sum F=(0.058801,-0.008069,-0.007444,0.082999)$, contributes $0.058801\times0.001286+0.015513\times0.000369+0.082999\times0.001712=2.234\times10^{-4}$. Half the sum is $4.04\times10^{-4}$ Ha $=11.00$ meV. In (23) the two orderings of the pair are equal and cancel the factor $\tfrac12$, and the bracket is $(-0.005787,\,0.00166,\,-0.007705)$. The non-rigid term is $-0.039146\times0.005787+0.032021\times0.00166-0.000826\times0.007705=-1.80\times10^{-4}$ Ha $=-4.89$ meV, leaving the direct value $6.11$ meV. With the Fan sum over states, $-7.44$ meV, and the overlap part of $F$, $0.35$ meV,

$$\Delta\varepsilon=-7.44+0.35+11.00-4.89=-0.98\ \text{meV}. \tag{25}$$

An independent Gauss–Hermite average of the diagonalized eigenvalue, taken with the covariance scaled down and extrapolated to zero amplitude, gives $-0.98$ meV as well. At full amplitude it gives $-1.02$ meV; this average retains the orders beyond the second, and it differs from the second-order result by about $3.5\%$ of the latter.

The rigid-ion total, $-7.44+0.35+11.00=3.91$ meV, has the wrong sign for this state and these modes. The omitted term is $44\%$ of $\Delta\varepsilon^{\rm DW}_{\rm RIA}$ and five times the magnitude of the true shift, because Fan and Debye–Waller parts nearly cancel. In A the non-rigid term vanishes to rounding, and the total $8.10\times10^{-5}$ Ha matches the quadrature. The rigid-ion terms of A and B, $4.10\times10^{-4}$ and $4.04\times10^{-4}$ Ha, are close although the direct terms, $4.10\times10^{-4}$ and $2.24\times10^{-4}$ Ha, are not, in line with the cancellation in (20). The size of the effect, and whether it reverses the sign of the shift, belong to these model parameters, to the chosen state and to the chosen mode frequencies and polarizations; they are not an estimate for any material.

Truncating the sum in (12) at 5, 10, 20 and 40 bands gives $1.53$, $6.02$, $9.73$ and $10.96$ meV, against $11.00$ meV for all 84; twenty bands still miss $12\%$ of the complete value. The commutator (15) gives the complete-sum block directly.

## Numbers as computed

```
lattice a1,a2 (bohr): [[6.0, 0.0], [1.0, 5.0]]  R1,R2 (bohr): [[0.0, 0.0], [2.4, 0.9]]
k (1/bohr): [0.2, 0.15]  |k+G| cut (1/bohr): 6.0  plane waves: 84
atom 1 (V,D Ha; sig,w,a bohr): V=1.5 sig=0.8 w=0.7 Ds=0.6 Dp=0.3 qs=0.5 qp=0.4 c=0.2 a=0.5
atom 2 (V,D Ha; sig,w,a bohr): V=1 sig=0.9 w=0.8 Ds=0.4 Dp=0.2 qs=0.3 qp=0.6 c=0.15 a=0.5
finite-difference step (bohr): 0.003
e0,e1,e2 (Ha): -0.340145 -0.053047 0.108385
band 1; vectors 1x 1y 2x 2y; blocks xx xy yx yy in Ha/bohr^2
A e^a (Ha/bohr): 0.012818 -0.028508 -0.012818 0.028508
A atom 1 on-site D: -0.036970 -0.016415 -0.016415 0.108236
A atom 1 -sum F   : -0.036970 -0.016415 -0.016415 0.108236
A atom 2 on-site D: 0.055516 -0.008611 -0.008611 0.082948
A atom 2 -sum F   : 0.055516 -0.008611 -0.008611 0.082948
A off-site D^{1,2}: 0.000000 0.000000 0.000000 0.000000
A max antisymmetry of -sum F: 2.95e-13
B e^a (Ha/bohr): -0.003178 -0.034728 0.003178 0.034728
B atom 1 on-site D: -0.079401 -0.033279 -0.033279 0.107359
B atom 1 -sum F   : -0.040255 -0.016956 -0.017581 0.108184
B atom 2 on-site D: 0.019655 -0.023767 -0.023767 0.082174
B atom 2 -sum F   : 0.058801 -0.008069 -0.007444 0.082999
B off-site D^{1,2}: 0.039146 0.016323 0.015698 0.000826
B max antisymmetry of -sum F: 6.25e-04
B s^a (1/bohr): -0.009301 0.019156 0.004203 -0.031821
B s^T x,y (1/bohr): -0.005098 -0.012665
B atom 1 commutator form: -0.040255 -0.016956 -0.017581 0.108184
B atom 1 overlap part of -sum F: 0.000016 0.000040 0.000177 0.000440
B atom 1 <S^ab> direct (1/bohr^2): 0.018889 0.008025 0.008025 -0.063521
B atom 1 <S^ab> products (1/bohr^2): 0.018889 0.008025 0.008025 -0.063521
B atom 1 sum <H^ab> products: -0.041257 -0.017382 -0.018007 0.111554
B max |e^ab(FD) - D - F|: 1.4e-09
B sum-rule error: no overlap 0.00044, e_m 0.49525, no S 0.00763
B doubled cell (170 waves) atom 1 -sum F: -0.020127 -0.008478 -0.008791 0.054092
M1,M2,mu (m_e): 20000 40000 13333.3; T = 300 K; kT = 9.500435e-04 Ha
omega (Ha): [0.004, 0.0025]  mode 1 angle (deg): 30.0  n_B: 0.015065 0.077555
relative variances (bohr^2): 0.009657 0.017327  weights: 0.666667 -0.333333
U^{11} (bohr^2): 0.005144 -0.001476 -0.001476 0.006849
U^{22} (bohr^2): 0.001286 -0.000369 -0.000369 0.001712
U^{12} (bohr^2): -0.002572 0.000738 0.000738 -0.003424
Fan sum: A -3.417555e-04 Ha, B -2.733957e-04 Ha = -7.439 meV
overlap: A 1.311235e-05 Ha, B 1.286046e-05 Ha = 0.350 meV
DW RIA: A 4.096534e-04 Ha, B 4.041292e-04 Ha = 10.997 meV
non-rigid: A -4.969692e-15 Ha, B -1.797482e-04 Ha = -4.891 meV
DW direct: A 4.096534e-04 Ha, B 2.243810e-04 Ha = 6.106 meV
total: A 8.101031e-05 Ha, B -3.615419e-05 Ha = -0.984 meV
quadrature, small amp.: A 8.101031e-05 Ha, B -3.615418e-05 Ha = -0.984 meV
B quadrature, full amplitude: -3.741207e-05 Ha = -1.018 meV
B Fan+overlap+DW RIA: 3.907 meV
B DW RIA with 5 bands: 1.526 meV
B DW RIA with 10 bands: 6.022 meV
B DW RIA with 20 bands: 9.730 meV
B DW RIA with 40 bands: 10.963 meV
B DW RIA with 84 bands: 10.997 meV
```
